# Hydrogen Contact Density in Even-Tempered Gaussian Sets and Tight s Augmentation

## The decision: how many tight functions, and how far apart

Before an isotropic hyperfine constant is quoted from a Gaussian calculation, someone must decide whether the s set reaches close enough to the nucleus. The total energy is a poor guide. In hydrogen, a set of 13 even-tempered Gaussians gives the energy to $6.8\times10^{-5}$ hartree, yet its density at the nucleus is 8.9 % too low. The error law derived here tells how many tight functions are needed; how widely they may be spaced depends in addition on a floor that is computed rather than derived.

The model is the non-relativistic hydrogen atom with a fixed point nucleus. Atomic units are used unless SI constants appear. Thus

$$H=-\tfrac12\nabla^2-\frac1r,\qquad \psi=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12,\qquad \rho(0)=\psi(0)^2=\frac1\pi .$$

The basis functions are $g_k=e^{-\alpha_k r^2}$ with $\alpha_k=\alpha_0\beta^k$, freely combined, and $A$ is the largest exponent. The contact deficit is $\Delta=1-\pi\rho_{\rm calc}(0)$, the missing fraction of the exact density.

## From density to hyperfine constant

Let a spherical spin density produce a magnetisation $M(r)\hat z$. Its bound current is

$$\mathbf J=\nabla\times(M\hat z)=M'(r)\,\hat r\times\hat z=-M'(r)\sin\theta\,\hat\phi .$$

In the Biot–Savart law for the field at the origin, the vector from source to origin is $-r\hat r$. Since $\hat\phi\times(-\hat r)=-\hat\theta$ and $-\hat\theta\cdot\hat z=\sin\theta$,

$$B_z(0)=\frac{\mu_0}{4\pi}\int\frac{-M'(r)\sin^2\theta}{r^2}\,r^2dr\,d\Omega
=\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}\,M(0)=\frac23\mu_0M(0).$$

The electron magnetisation is $-g_e\mu_B\rho\,\mathbf S$ and the proton moment is $g_p\mu_N\mathbf I$, with dimensionless spins and positive $g_e$. The energy $-\boldsymbol\mu_p\cdot\mathbf B$ then has two minus signs, which cancel. Writing it as $hA_{\rm iso}\,\mathbf I\cdot\mathbf S$ gives

$$A_{\rm iso}=\frac{2\mu_0}{3h}\,g_e\mu_Bg_p\mu_N\,\rho(0).$$

The prefactor is 4469.88 MHz bohr³, so the exact density of this model gives $4469.88\times0.318310=1422.81$ MHz. A relative error in $\rho(0)$ is the same relative error in $A_{\rm iso}$.

## Where the cusp sits among the exponents

The exact function has slope $-\psi(0)$ at the nucleus. Every finite sum of Gaussians is even in $r$ and has zero slope there. To see which exponents build the cusp, define

$$I(r)=\int_0^\infty e^{-t^2-r^2/(4t^2)}dt .$$

Differentiation brings down $-r/(2t^2)$. With $s=r/(2t)$ the resulting integral is again $I$, so $I'=-I$. Since $I(0)=\sqrt\pi/2$, we have $I=\tfrac12\sqrt\pi\,e^{-r}$. Now put $\alpha=1/(4t^2)$, for which $\alpha^{-3/2}=8t^3$ and $|d\alpha|=dt/(2t^3)$:

$$\int_0^\infty\alpha^{-3/2}e^{-1/(4\alpha)}e^{-\alpha r^2}d\alpha=4I(r),
\qquad
e^{-r}=\frac1{2\sqrt\pi}\int_0^\infty\alpha^{-3/2}e^{-1/(4\alpha)}e^{-\alpha r^2}d\alpha .$$

The factor $e^{-1/(4\alpha)}$ suppresses diffuse functions quickly: it is $e^{-25}$ at $\alpha=0.01$, the lowest exponent of the tabulated sets. At the tight end there is no such suppression, and the weight falls as a power.

An even-tempered set samples this integral uniformly in $u=\ln\alpha$, with step $h_\beta=\ln\beta$. Because $d\alpha=\alpha\,du$, the coefficient of a tight function tends to

$$w_k=\frac{h_\beta}{2\sqrt\pi}\,\alpha_k^{-1/2}.$$

A set ending at $A$ therefore lacks, in units of $\psi(0)$, the tail

$$T(r)=\sum_{\alpha_k>A}w_ke^{-\alpha_kr^2},\qquad
T(0)=\frac{h_\beta}{2\sqrt{\pi A}}\sum_{j=1}^\infty\beta^{-j/2}
=\frac{h_\beta}{2\sqrt{\pi A}}\,\frac1{\sqrt\beta-1}.$$

For $\beta=2$ this is $T(0)=0.472/\sqrt A$.

The accuracy of the sampling can be judged on the cusp term itself. Scaling $t=\alpha r^2$ and integrating by parts,

$$\int_0^\infty\alpha^{-3/2}(1-e^{-\alpha r^2})d\alpha
=r\int_0^\infty t^{-3/2}(1-e^{-t})dt=2r\int_0^\infty t^{-1/2}e^{-t}dt=2\sqrt\pi\,r .$$

The boundary term $-2t^{-1/2}(1-e^{-t})$ vanishes at both ends. Hence $r\approx\sum_kw_k(1-e^{-\alpha_kr^2})$ over an unlimited set. The sum has a small ripple, periodic in $\ln r$. Its largest relative error is $1.0\times10^{-7}$ for ratio 2 and $1.6\times10^{-3}$ for ratio 6.

## What the variational principle does with the missing tail

The retained functions readjust to cover part of $T$. Write the trial function as $\varphi=\psi-\delta$. Since $(H-E_0)\psi=0$ and $H$ is Hermitian, all terms containing $\psi$ drop out:

$$E-E_0=\frac{\langle\varphi|H-E_0|\varphi\rangle}{\langle\varphi|\varphi\rangle}
=\frac{\langle\delta|H-E_0|\delta\rangle}{\langle\varphi|\varphi\rangle}.$$

Set $\delta=\psi(0)R$, with $R=T-\sum_jc_jg_j$ over retained functions. For now the ripple is neglected. Both $T$ and the tightest retained functions vary over a distance $A^{-1/2}$, so $R=A^{-1/2}\tilde R(\sqrt A\,r)$: its height is of order $A^{-1/2}$, its gradient of order 1 and its volume of order $A^{-3/2}$. The three parts of the numerator, divided by $\psi(0)^2$, scale as

$$\tfrac12\!\int|\nabla R|^2\sim A^{-3/2},\qquad
\int\frac{R^2}{r}\sim A^{-1}A^{1/2}A^{-3/2}=A^{-2},\qquad
\tfrac12\!\int R^2\sim A^{-5/2}.$$

At leading order the coefficients therefore minimise the kinetic term. Its matrix follows from $\nabla g_a=-2a\mathbf r\,g_a$:

$$K_{ab}=\tfrac12\int\nabla g_a\cdot\nabla g_b
=2ab\int r^2e^{-(a+b)r^2}d^3r
=2ab\,\frac{3\pi^{3/2}}{2(a+b)^{5/2}}
=\frac{3\pi^{3/2}ab}{(a+b)^{5/2}} .$$

Setting the derivative with respect to each $c_i$ to zero gives the linear equations

$$\sum_{j\,\rm retained}K_{ij}c_j=\sum_{m\,\rm missing}K_{im}w_m .$$

After scaling lengths by $\sqrt A$, this problem contains $\beta$ but not $A$. It defines two numbers,

$$C(\beta)=\sqrt A\,R(0),\qquad
D(\beta)=\frac{A^{3/2}}{2\pi}\int|\nabla R|^2d^3r ,$$

where the factor $1/\pi$ in $D$ is $\psi(0)^2$. The norm changes through $\langle\psi|\delta\rangle$. Height times volume would suggest $A^{-2}$, but this integral is linear in $R$ and also collects its part at $r\gg A^{-1/2}$; at ratio 2 it falls as $A^{-1.31}$, which is still negligible beside $R(0)\sim A^{-1/2}$. The density ratio is then $(1-R(0))^2\approx1-2R(0)$, and

$$\Delta\simeq\frac{2C}{\sqrt A},\qquad E-E_0\simeq\frac{D}{A^{3/2}} .$$

For $\beta=2$ the linear equations give $C=0.2848$ bohr⁻¹ and $D=0.01854$ hartree bohr⁻³. Readjustment lowers the nuclear error from $0.472/\sqrt A$ to $0.285/\sqrt A$, but leaves its power unchanged.

One more function multiplies $A$ by $\beta$. It divides the energy error by $\beta^{3/2}$, but the contact error by $\beta^{1/2}$: factors 2.83 and 1.41 at ratio 2. Eliminating $A$ through $A^{-1/2}=[(E-E_0)/D]^{1/3}$ gives

$$\Delta\simeq2C\left(\frac{E-E_0}{D}\right)^{1/3}.$$

An energy error a thousand times smaller buys a contact density ten times better.

## Convergence and the energy floor

Diagonalising the full hydrogen Hamiltonian at ratio 2, with $\alpha_0=0.01$ bohr⁻², gives:

| $N$ | $A$ (bohr⁻²) | $E-E_0$ (hartree) | $\Delta$ |
|---|---|---|---|
| 9 | 2.56 | $3.73\times10^{-3}$ | 0.346 |
| 13 | 40.96 | $6.80\times10^{-5}$ | 0.0887 |
| 17 | 655.4 | $1.097\times10^{-6}$ | 0.02222 |
| 21 | 10486 | $1.964\times10^{-8}$ | 0.00556 |
| 31 | $1.07\times10^7$ | $2.415\times10^{-9}$ | $1.738\times10^{-4}$ |
| 35 | $1.72\times10^8$ | $2.415\times10^{-9}$ | $4.345\times10^{-5}$ |

Between $N=17$ and $N=21$ the contact error falls as $A^{-0.4996}$. The energy error falls as $A^{-1.451}$, somewhat short of $3/2$. The last two rows show why: the energy has stalled at $F=2.4145\times10^{-9}$ hartree. A set of fixed ratio cannot represent $e^{-r}$ perfectly even when $A\to\infty$, because its functions stay a finite distance apart at every scale. The spacing sets the size of $F$: ratio 1.5 over the same range of exponents leaves less than $10^{-14}$ hartree. The lowest exponent has a smaller effect: continuing the ratio-2 set down to $1.6\times10^{-4}$ bohr⁻² lowers $F$ to $2.12\times10^{-9}$ hartree. The full energy law is thus $E-E_0\simeq F+D/A^{3/2}$. Subtracting the floor from the two energies gives the power

$$\frac{\ln(1.0947\times10^{-6}/1.722\times10^{-8})}{\ln16}=1.498 .$$

While the energy stands still between $N=31$ and $N=35$, the contact error falls by 4.0007, against $\sqrt{16}=4$ from the law. Once the energy has reached its floor it no longer registers the improvement of the contact density, and a rule that stops at an energy error near $10^{-6}$ hartree would end at $N=17$ with the density still 2.2 % low. The cube-root relation applies to the energy error above the floor. At $N=17$ it predicts

$$\Delta=0.5697\left(\frac{1.0947\times10^{-6}}{0.01854}\right)^{1/3}=0.0222,$$

in agreement with the table.

The coefficients can also be extracted from hydrogen. If a scaled error has the form $X(A)=X_\infty(1+bA^{-1/2})$, then $2X(4A)-X(A)=X_\infty$. Applied to $N=19$ and $N=21$, with the energy floor removed, this gives $C=0.2848$ and $D=0.01853$ in the same units. The kinetic problem, which involves no hydrogen eigenvalue, gives the same values to within $2\times10^{-4}$ relative.

## Is the missing cusp responsible?

Suppose the first odd power that the basis cannot represent near the nucleus is $r^n$. The even powers pose no difficulty, since Gaussians contain them. The scaling argument now gives a remainder of height $A^{-n/2}$ and gradient $A^{-(n-1)/2}$, so

$$\Delta\sim A^{-n/2},\qquad E-E_0\sim A^{-(n-1)}A^{-3/2}=A^{-(n+1/2)} .$$

The cusp is the case $n=1$. It can be supplied by one additional function, $e^{-2r}$, which has a linear term without being the solution. Expanding the part left for the Gaussians,

$$e^{-r}-ce^{-2r}=(1-c)+(2c-1)r+(\text{even})+\left(\frac{8c}{6}-\frac16\right)r^3+\cdots .$$

At $c=\tfrac12$ the linear term disappears and the cubic coefficient is $\tfrac12$, so $n=3$. The variational $c$ may differ from $\tfrac12$ by an amount of order $A^{-1}$. The linear remainder this leaves has height $A^{-1}A^{-1/2}$, the same order as the cubic one, and does not change the powers.

With ratio-1.3 sets, chosen to keep the energy floor low, the measured powers of $1/A$ are 0.4998 for contact and 1.4987 for energy. Adding $e^{-2r}$ to the same sets changes them to 1.5001 and 3.4995. At the largest exponent, $1.09\times10^4$ bohr⁻², the contact error drops from $4.0\times10^{-3}$ to $1.5\times10^{-8}$ in size. Its sign changes as well: the density is now slightly too high. The missing cusp is therefore the cause of the slow $A^{-1/2}$ law.

It is not the whole reason for a lag. With the cusp supplied, the contact density still converges with a lower power than the energy, $3/2$ against $7/2$. The density error is linear in $\delta$ and samples it where it is largest. The energy error is quadratic and integrates over a shrinking volume.

## Designing the augmentation

Let a dense set end at $A_0$, and add $m$ functions with exponents $A_0\gamma^j$, $j=1,\dots,m$. A wide ratio $\gamma$ climbs quickly, but its gaps leave an error of their own, which no tighter function removes. Call this contact floor $L(\gamma)$; it also depends on $A_0$. The error at the nucleus is estimated as the sum of the floor and the cutoff part:

$$\Delta\simeq L+\frac{2C(\gamma)}{\sqrt{A_0\gamma^m}} .$$

For a permitted relative error $\varepsilon>L$, the condition $\Delta\le\varepsilon$ becomes

$$\gamma^{m/2}\ge\frac{2C}{(\varepsilon-L)\sqrt{A_0}},
\qquad
m=\left\lceil\frac{2}{\ln\gamma}\ln\frac{2C(\gamma)}{(\varepsilon-L)\sqrt{A_0}}\right\rceil .$$

If $L>\varepsilon$, the estimate gives no solution; at ratios 4 and 6 the computed deficit stays above its $m\to\infty$ limit ($2.65\times10^{-5}$ and $2.484\times10^{-4}$ for the example below) for every $m$ from 4 to 20. The floor is found from one calculation with tight functions carried beyond $10^{12}$ bohr⁻².

Take the 13-function set, with $A_0=40.96$ bohr⁻² and $\sqrt{A_0}=6.4$ bohr⁻¹, and ask for $\varepsilon=10^{-3}$. Before augmentation $A_{\rm iso}=1296.7$ MHz, which is 126 MHz below the model's exact value. For $\gamma=4$, $C=0.3056$ bohr⁻¹ and $L=2.7\times10^{-5}$, so

$$m=\left\lceil\frac{2}{1.386}\ln\frac{0.6111}{9.73\times10^{-4}\times6.4}\right\rceil
=\lceil6.62\rceil=7 .$$

The other ratios follow in the same way:

| $\gamma$ | $C$ (bohr⁻¹) | $L$ | $m$ | $\Delta$ predicted | $\Delta$ actual |
|---|---|---|---|---|---|
| 2 | 0.285 | $<10^{-6}$ | 13 | $9.84\times10^{-4}$ | $9.83\times10^{-4}$ |
| 3 | 0.305 | $3.3\times10^{-6}$ | 9 | $6.83\times10^{-4}$ | $6.69\times10^{-4}$ |
| 4 | 0.306 | $2.7\times10^{-5}$ | 7 | $7.73\times10^{-4}$ | $7.44\times10^{-4}$ |
| 6 | 0.296 | $2.5\times10^{-4}$ | 6 | $6.76\times10^{-4}$ | $7.08\times10^{-4}$ |

In each case one function fewer misses the target. At ratio 2 the long calculation gives $4.7\times10^{-7}$, but the cutoff formula assigns about that much to its own finite top exponent, so the true floor is not resolved. The other entries contain a similar remainder. At ratio 3 the long set ends at $1.3\times10^{12}$ bohr⁻², where the cutoff formula gives $5\times10^{-7}$, so the part of $3.3\times10^{-6}$ due to spacing is about $2.8\times10^{-6}$. At ratios 4 and 6 the remainder is below 2 % of $L$.

Between ratios 2 and 6 the coefficient $C$ changes little, and not monotonically; it is smaller for denser sets, about 0.24 at ratio 1.5 and 0.21 at ratio 1.3. The saving comes from the faster climb, and the price is the floor. At ratio 6 the floor already takes a quarter of the permitted error. The cutoff part, after subtraction of $L$, agrees with the formula to 2 % at ratio 3, 4 % at ratio 4 and 7 % at ratio 6. The signs are $-$, $-$ and $+$. With one function fewer ($\Delta=1.198$, $1.567$ and $1.228\times10^{-3}$) the differences become $+1.5$ %, $+3$ % and $-6$ %, so the sign reverses when one function is removed. The difference keeps alternating with $m$ and, relative to the cutoff part, grows rather than fades as functions are added: measured from the $m\to\infty$ floor, for $m=9$ and $10$ it is $-5$ % and $+6$ % at ratio 4, and $-11$ % and $+13$ % at ratio 6. The sum formula is therefore an estimate for modest $m$, and the count it gives should be confirmed by computing the set; the origin of the alternation is not derived here.

For this target, ratio 4 is a sensible choice. Its seven functions bring $A_{\rm iso}$ to 1421.7 MHz, with little of the error due to spacing. Ratio 6 saves one function and leaves less room for a stricter target. Its floor can be lowered by extending the dense set before widening the spacing. With $A_0$ as the sole length scale of the kinetic problem, leading-order scaling gives $L\propto A_0^{-1/2}$. Extending the ratio-2 part to 17 functions raises $A_0$ by 16 and lowers the ratio-6 floor by 5.1, somewhat more than the predicted 4.

The energy does not rank these sets by contact quality. Its error is $2.5\times10^{-9}$ hartree for the ratio-2 augmentation and $2.0\times10^{-6}$ hartree for ratio 6, although the latter has the better contact density.

## Conditions of use

By the formula, halving the cutoff error requires a fourfold top exponent: two more functions at ratio 2, or one at ratio 4. Because of the alternation, a single step at ratio 4 gives somewhat more or less than a factor 2 (2.15 from $m=6$ to 7, 1.84 from $m=7$ to 8). This assumes that the tight functions are free to vary. A fixed contraction removes that freedom, and the law then need not hold.

For a one-electron ion of nuclear charge $Z$, $\psi_Z(r)=Z^{3/2}\psi(Zr)$. A Gaussian of exponent $\alpha$ in $r$ has exponent $\alpha/Z^2$ in $Zr$, so $A$ is replaced by $A/Z^2$ and the cutoff error becomes $2CZ/\sqrt A$. Equal relative accuracy needs exponents larger by $Z^2$. In a mean-field atom each s orbital has the same relative cusp, $-Z$, so the same leading term is expected; that case was not computed here.

A nucleus of finite radius rounds off the cusp, and the power law bends well before the tight functions resolve the nucleus. For a Gaussian nuclear charge $\propto e^{-\zeta r^2}$ with $\zeta=1.05\times10^4$ bohr⁻² and ratio-2 sets, the error relative to that model's density falls with power 0.61 over the doubling of $A$ that ends at $A=0.004\zeta$ and 1.07 over the doubling that ends at $A=0.06\zeta$, and is below $10^{-5}$ in size at $A=\zeta$. This model nucleus is deliberately enlarged (rms radius about 630 fm); a proton has $\zeta\approx6\times10^9$ bohr⁻², so the augmented sets above end below $A=4\times10^{-4}\zeta$. The reference of 1422.81 MHz leaves out nuclear recoil, relativity, nuclear structure, and radiative effects beyond the free-electron $g$ factor. It measures the basis error within the model, and is not a prediction of the measured splitting to all its digits. The numerical check uses 60-digit arithmetic, so near-linear dependence among the Gaussians does not limit the errors quoted.

## Table of computed values

```
Exact contact density 1/pi: 0.318310 bohr^-3
Field factor B(0)/(mu0 M(0)): 0.666667
A_iso per unit density: 4469.882 MHz bohr^3
A_iso at exact density: 1422.808 MHz
Ratio-2 sets, lowest exponent 0.01 bohr^-2
N=9 A=2.56 bohr^-2: dE=3.7259e-03 hartree, contact deficit=3.4583e-01
N=13 A=40.96 bohr^-2: dE=6.8022e-05 hartree, contact deficit=8.8667e-02
N=17 A=655.36 bohr^-2: dE=1.0971e-06 hartree, contact deficit=2.2221e-02
N=19 A=2621.4 bohr^-2: dE=1.3987e-07 hartree, contact deficit=1.1118e-02
N=21 A=10486 bohr^-2: dE=1.9635e-08 hartree, contact deficit=5.5608e-03
N=31 A=1.0737e+07 bohr^-2: dE=2.4150e-09 hartree, contact deficit=1.7383e-04
N=35 A=1.718e+08 bohr^-2: dE=2.4145e-09 hartree, contact deficit=4.3449e-05
Measured powers of 1/A (N=17 to 21): energy 1.4510, contact 0.4996
Energy floor at ratio 2 (from N=35): 2.4145e-09 hartree
Contact deficit, N=31 over N=35: 4.0007
Missing tail at nucleus, times sqrt(A): 0.47206 bohr^-1
C(2): projection 0.28484, hydrogen 0.28481 bohr^-1
D(2): projection 1.8535e-02, hydrogen 1.8532e-02 hartree bohr^-3
Ratio-1.3 sets, N=47 to 54, top A=1743.4 to 10939.5 bohr^-2
Without exp(-2r): contact power 0.4998, energy power 1.4987
  at largest A: contact deficit 3.975e-03, dE 6.429e-09 hartree
With exp(-2r): contact power 1.5001, energy power 3.4995
  at largest A: contact deficit -1.513e-08, dE 8.798e-20 hartree
Start set N=13: A_iso = 1296.651 MHz
Target relative contact error: 1.0e-03
Tight ratio 2: C=0.28484 bohr^-1, ripple 1.02e-07, functions added 13
  top exponent 3.3554e+05 bohr^-2, contact floor 4.739e-07
  deficit: predicted 9.8393e-04, actual 9.8342e-04, one fewer 1.3906e-03
  dE=2.5098e-09 hartree, A_iso=1421.408 MHz
Tight ratio 3: C=0.30508 bohr^-1, ripple 3.08e-05, functions added 9
  top exponent 8.0622e+05 bohr^-2, contact floor 3.328e-06
  deficit: predicted 6.8286e-04, actual 6.6938e-04, one fewer 1.1983e-03
  dE=2.9920e-08 hartree, A_iso=1421.855 MHz
Tight ratio 4: C=0.30557 bohr^-1, ripple 2.51e-04, functions added 7
  top exponent 6.7109e+05 bohr^-2, contact floor 2.700e-05
  deficit: predicted 7.7300e-04, actual 7.4372e-04, one fewer 1.5668e-03
  dE=2.6819e-07 hartree, A_iso=1421.749 MHz
Tight ratio 6: C=0.29551 bohr^-1, ripple 1.62e-03, functions added 6
  top exponent 1.9110e+06 bohr^-2, contact floor 2.488e-04
  deficit: predicted 6.7632e-04, actual 7.0766e-04, one fewer 1.2283e-03
  dE=1.9990e-06 hartree, A_iso=1421.801 MHz
Ratio-6 contact floor, dense N=13 over dense N=17: 5.123
```
